# The tetrahedron density of states as a quadratic B-spline: test program

```python
# Hermite-Genocchi formula on a tetrahedron T with linear band eps = sum lam_i e_i:
#   <g'''(eps)>_T = 6 g[e1,e2,e3,e4]   (third divided difference), hence
#   D(E) = <delta(E-eps)> = 3 sum_i (e_i-E)_+^2 / w_i,  w_i = prod_{j!=i}(e_i-e_j),
# the unit-area quadratic B-spline with knots e_i.  N(E) = <theta(E-eps)>.
# <.> volume average, lam_i barycentric coordinates; energies eV, k in 1/angstrom.
# Independent roads: cubature, Monte Carlo, plane-section geometry, sympy, matrix exp.
import numpy as np, sympy as sp, mpmath as mp
from itertools import combinations, permutations, product
from itertools import combinations_with_replacement as multisets
from math import factorial
from scipy.constants import physical_constants
from scipy.spatial import ConvexHull
from scipy.interpolate import BSpline
from scipy.linalg import expm
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import ellipk
hartree = physical_constants['Hartree energy in eV'][0]

def wprod(e):
    return np.array([np.prod([e[i]-e[j] for j in range(4) if j != i]) for i in range(4)])
def divdiff(g, x):
    if len(x) == 1:
        return g(x[0])
    return (divdiff(g, x[1:]) - divdiff(g, x[:-1]))/(x[-1]-x[0])
def divdiff_exp(al, x):   # divided difference of exp(al x), any knots (bidiagonal matrix)
    return expm(al*(np.diag(x) + np.diag(np.ones(len(x)-1), 1)))[0, -1]
def dos_sym(e, E):
    return 3*np.sum(np.maximum(e-E, 0)**2/wprod(e))
def pieces(e, E):         # mean D and N over rows of corner energies
    e = np.sort(np.atleast_2d(e), axis=1)
    D = np.zeros(len(e)); N = (E >= e[:, 3])*1.0
    m = (e[:, 0] <= E) & (E < e[:, 1]); a, b, c, d = e[m].T
    q = (b-a)*(c-a)*(d-a); D[m] = 3*(E-a)**2/q; N[m] = (E-a)**3/q
    m = (e[:, 1] <= E) & (E < e[:, 2]); a, b, c, d = e[m].T
    x = E-b; r = (c-a+d-b)/((c-b)*(d-b)); q = (c-a)*(d-a)
    D[m] = 3*(b-a+2*x-r*x*x)/q; N[m] = ((b-a)**2+3*(b-a)*x+3*x*x-r*x**3)/q
    m = (e[:, 2] <= E) & (E < e[:, 3]); a, b, c, d = e[m].T
    q = (d-a)*(d-b)*(d-c); D[m] = 3*(d-E)**2/q; N[m] = 1-(d-E)**3/q
    return D.mean(), N.mean()
def bary(K, k):
    k = np.atleast_2d(k)
    return np.linalg.solve(np.vstack([np.ones(4), K.T]), np.vstack([np.ones(len(k)), k.T])).T
def section(K, e, E):     # D, N, corner weights, area, |grad| from the plane eps = E
    crossings = [K[i]+(E-e[i])/(e[j]-e[i])*(K[j]-K[i])
                 for i, j in combinations(range(4), 2) if (e[i]-E)*(e[j]-E) < 0]
    on_plane = [K[i] for i in range(4) if e[i] == E]
    P = np.array(crossings+on_plane)
    if len(P) < 3:
        return 0.0, float(E >= max(e)), np.zeros(4), 0.0, 0.0
    grad = np.linalg.solve(K[1:]-K[0], e[1:]-e[0]); V = ConvexHull(K).volume
    c = P.mean(0); u = P[0]-c; v = np.cross(grad/np.linalg.norm(grad), u)
    P = P[np.argsort(np.arctan2((P-c)@v, (P-c)@u))]
    area = 0.0; first = np.zeros(3)
    for i in range(1, len(P)-1):
        s = np.linalg.norm(np.cross(P[i]-P[0], P[i+1]-P[0]))/2
        area += s; first += s*(P[0]+P[i]+P[i+1])/3
    D = area/np.linalg.norm(grad)/V
    N = ConvexHull(np.vstack([P, K[e < E]])).volume/V
    return D, N, D*bary(K, first/area)[0], area, np.linalg.norm(grad)

# symbolic: ordered-simplex integral equals divided difference; piecewise forms
es = sp.symbols('a b c d'); t1, t2, t3, Es = sp.symbols('t1 t2 t3 E')
a_, b_, c_, d_ = es
ws = [sp.Mul(*[es[i]-es[j] for j in range(4) if j != i]) for i in range(4)]
lin = a_+t1*(b_-a_)+t2*(c_-b_)+t3*(d_-c_)
for p in (3, 5, 6):
    I = sp.expand(p*(p-1)*(p-2)*lin**(p-3))
    for lim in ((t3, 0, t2), (t2, 0, t1), (t1, 0, 1)):
        I = sp.expand(sp.integrate(I, lim))
    assert sp.expand(sp.cancel(sp.together(sum(es[i]**p/ws[i] for i in range(4))))-I) == 0
assert sp.cancel(sp.together(sum((es[i]-Es)**2/ws[i] for i in range(4)))) == 0
xs = Es-b_
mid = 3*(b_-a_+2*xs-(c_-a_+d_-b_)*xs**2/((c_-b_)*(d_-b_)))/((c_-a_)*(d_-a_))
assert sp.cancel(sp.together(mid-3*(c_-Es)**2/ws[2]-3*(d_-Es)**2/ws[3])) == 0

# cubature points in k space
e = np.array([-1.0, 0.0, 0.5, 2.0]); E0 = 0.25; q0 = 0.2
K = q0*np.array([[0, 0, 0], [1, 0, 0], [1, 1, 0], [1, 1, 1.0]])
Kskew = np.array([[.1, 0, .05], [.4, .1, 0], [.05, .3, .1], [.2, .25, .45]])
x, wx = np.polynomial.legendre.leggauss(40); x = (x+1)/2; wx = wx/2
U, Vv, W = [z.ravel() for z in np.meshgrid(x, x, x, indexing='ij')]
wq = np.einsum('i,j,k->ijk', wx, wx, wx).ravel()*U*U*Vv
edges = np.diff(Kskew, axis=0)
kq = Kskew[0] + np.stack([U, U*Vv, U*Vv*W], 1)@edges
assert abs(wq.sum()*abs(np.linalg.det(edges))/ConvexHull(Kskew).volume-1) < 1e-12
lam = bary(Kskew, kq); avg = lambda f: np.sum(wq*f)/wq.sum()
eps = lam@e; w = wprod(e)
hg_lhs = avg(-27*np.cos(3*eps)); hg_rhs = 6*divdiff(lambda s: np.sin(3*s), e)
assert abs(hg_lhs-hg_rhs) < 1e-11
rng = np.random.default_rng(1)
lm = bary(Kskew, rng.uniform(Kskew.min(0), Kskew.max(0), (500000, 3)))
fm = -27*np.cos(3*(lm[(lm > 0).all(1)]@e))
assert abs(fm.mean()-hg_rhs) < 5*fm.std()/np.sqrt(len(fm))   # five standard errors
sets = [e, np.array([0, 0, .5, 2.]), np.array([-1, .5, .5, 2]), np.array([0, 0, 1., 1]),
        np.array([0, 0, 0, 1.]), np.array([0, 1., 1, 1])]
for s in sets+[np.full(4, .7)]:
    assert abs(avg(1.3**3*np.exp(1.3*(lam@s)))-6*divdiff_exp(1.3, s)) < 1e-10
    for i in range(4):
        lhs = avg(lam[:, i]*1.3**4*np.exp(1.3*(lam@s)))
        assert abs(lhs-6*divdiff_exp(1.3, np.append(s, s[i]))) < 1e-10
curved_shift = avg(eps+lam[:, 0]*lam[:, 1])-e.mean()   # same corners, curved band
assert abs(curved_shift-1/20) < 1e-12

# density of states against geometry, two shapes, simple and multiple knots
def hat(k, E):
    return 2/(k[2]-k[0])*max(0, min((E-k[0])/(k[1]-k[0]), (k[2]-E)/(k[2]-k[1])))
for s in sets:
    B = BSpline.basis_element(s, extrapolate=False)
    for E in s[0]+(s[3]-s[0])*np.linspace(.013, .987, 23):
        for KK in (K, Kskew):
            D, N, wt = section(KK, s, E)[:3]
            assert np.allclose([D, N], pieces(s, E), atol=1e-10)
            assert abs(D-3*B(E)/(s[3]-s[0])) < 1e-10
            if s is e:
                assert abs(D-dos_sym(e, E)) < 1e-10
                assert abs(D+3*np.sum(np.maximum(E-e, 0)**2/w)) < 1e-10
                assert abs(N+np.sum(np.maximum(E-e, 0)**3/w)) < 1e-10
                rec = 1.5*((E-e[0])*hat(e[:3], E)+(e[3]-E)*hat(e[1:], E))/(e[3]-e[0])
                assert abs(D-rec) < 1e-10
                for i in range(4):
                    B3 = BSpline.basis_element(np.sort(np.append(e, e[i])), extrapolate=False)
                    assert abs(wt[i]-B3(E)/(e[3]-e[0])) < 1e-10
for E in (e[1], e[2]):    # plane passing exactly through an inner vertex
    assert np.allclose(section(Kskew, e, E)[:2], pieces(e, E), rtol=0, atol=1e-10)
peano = quad(lambda E: -27*np.cos(3*E)*dos_sym(e, E), -1, 2, points=[0, .5])[0]
assert abs(peano-hg_lhs) < 1e-9
def jump(s, knot):        # jumps of D'', D', D from one-sided quadratics of the geometry
    o = np.array([.02, .04, .06])
    f = [np.polyfit(g*o, [section(Kskew, s, knot+y)[0] for y in g*o], 2) for g in (1, -1)]
    return (f[0]-f[1])*np.array([2, 1, 1])
jumps = np.array([jump(e, k) for k in e])
assert np.allclose(jumps[:, 0], -6/w, atol=1e-8) and np.abs(jumps[:, 1:]).max() < 1e-9
kink = jump(sets[2], .5); step = jump(sets[4], 0.)
assert abs(kink[2]) < 1e-9 and abs(kink[1]+6/(1.5*3)+6/(1.5*3)) < 1e-8
assert abs(step[2]-3) < 1e-9
peak = e[1]+(e[2]-e[1])*(e[3]-e[1])/(e[2]-e[0]+e[3]-e[1])
opt = minimize_scalar(lambda E: -section(K, e, E)[0], bounds=(-1, 2), method='bounded',
                      options={'xatol': 1e-9})
assert abs(opt.x-peak) < 1e-5
for m in range(1, 6):
    hm = sum(np.prod(c) for c in multisets(e, m))
    assert abs(avg(eps**m)-6*factorial(m)*hm/factorial(m+3)) < 1e-12
var = np.sum((e-e.mean())**2)/20
assert abs(avg((eps-e.mean())**2)-var) < 1e-12
green = lambda z: -3*np.sum((z-e)**2*np.log(z-e)/w)
z0 = E0+0.5j
assert abs(avg(1/(z0-eps))-green(z0)) < 1e-8
D0, N0, wt0, area0, grad0 = section(K, e, E0)
assert abs(-green(E0+1e-8j).imag/np.pi-D0) < 1e-6
# rounding with two knots 1e-9 eV apart
mp.mp.dps = 40; near = np.array([-1, .3, .3+1e-9, 2]); nm = [mp.mpf(float(v)) for v in near]
err_sym = err_pw = 0.0
for E in np.linspace(-.95, .25, 50):
    ref = float(-3*(mp.mpf(float(E))-nm[0])**2
                / ((nm[0]-nm[1])*(nm[0]-nm[2])*(nm[0]-nm[3])))
    err_sym = max(err_sym, abs(dos_sym(near, E)-ref))
    err_pw = max(err_pw, abs(pieces(near, E)[0]-ref))
assert err_pw < 1e-13 and err_sym > 1e-10

# simple cubic band
t, alat, Eb = 1.0, 3.0, -3.0
def band(n):
    f = -2*t*np.cos(2*np.pi*np.arange(n)/n)
    return f, f[:, None, None]+f[None, :, None]+f[None, None, :]
def tetrahedra(n):
    g = band(n)[1]; rows = []
    for p in permutations(range(3)):
        c = [g]
        for ax in p:
            c.append(np.roll(c[-1], -1, axis=ax))
        rows.append(np.stack([y.ravel() for y in c], 1))
    return np.vstack(rows)
def dos_three_uniforms(n, E):   # no tetrahedra: sum of three uniform variables per cube
    f, g = band(n); d = np.roll(f, -1)-f
    dd = (d[:, None, None], d[None, :, None], d[None, None, :]); tot = 0.0
    for S in product((0, 1), repeat=3):
        tot = tot+(-1)**sum(S)*np.maximum(E-g-sum(s*y for s, y in zip(S, dd)), 0)**2/2
    return np.mean(tot/(dd[0]*dd[1]*dd[2]))
for n in (8, 16):
    for E in (Eb, -.7, 2.3):
        assert abs(pieces(tetrahedra(n), E)[0]-dos_three_uniforms(n, E)) < 1e-10
T8 = tetrahedra(8); kn = np.unique(np.round(T8, 11)); xg, wg = np.polynomial.legendre.leggauss(3)
m0 = m2 = 0.0
for lo, hi in zip(kn[:-1], kn[1:]):
    for xx, ww in zip(xg, wg):
        E = (lo+hi)/2+xx*(hi-lo)/2; D = pieces(T8, E)[0]*ww*(hi-lo)/2
        m0 += D; m2 += D*E*E
m2f = 6*t*t-2*t*t*(1-np.cos(2*np.pi/8))
assert abs(m0-1) < 1e-9 and abs(m2-m2f) < 1e-9
def dos_exact(E):         # valid for -6t < E < -2t: square-lattice DOS folded with k_z
    g2 = lambda th: ellipk(1-((E+2*t*np.cos(th))/(4*t))**2)/(2*np.pi**2*t)
    return quad(g2, 0, np.arccos((-4*t-E)/(2*t)), epsabs=1e-11)[0]/np.pi
Dx = dos_exact(Eb); Nx = quad(dos_exact, -6*t, Eb, epsabs=1e-10)[0]
mesh = {n: pieces(tetrahedra(n), Eb) for n in (8, 16, 32, 48)}
pred = {n: Eb*Dx*(2*np.pi/n)**2/12 for n in mesh}
assert abs(mesh[48][0]/Dx-1) < 5e-3           # O(h^2), h^2/12 = 1.4e-3
assert abs((mesh[48][1]-Nx)/pred[48]-1) < .05  # neglected terms are O(h) relative

L = lambda v, n=6: ' '.join(f'{y:.{n}f}' for y in v)
print('corner energies e_i [eV]:', L(e, 2), '; E [eV]:', E0)
print('w_i [eV^3]:', L(w, 4))
print(f'g=sin(3x/eV): <d3g> cubature {hg_lhs:.8f}, 6*divdiff {hg_rhs:.8f} eV^-3')
print(f'Monte Carlo {fm.mean():.3f} +- {fm.std()/np.sqrt(len(fm)):.3f} eV^-3')
print('terms 3(e_i-E)_+^2/w_i [1/eV]:', L(3*np.maximum(e-E0, 0)**2/w))
print(f'cube edge {q0} 1/A, V = {ConvexHull(K).volume:.6e} 1/A^3')
print(f'section area {area0:.6f} 1/A^2, |grad eps| {grad0:.6f} eV A')
print(f'D(E) = {D0:.6f} 1/eV = {D0*hartree:.4f} 1/hartree')
print(f'N(E) = {N0:.6f}')
print(f'hats H123, H234 [1/eV]: {hat(e[:3], E0):.6f} {hat(e[1:], E0):.6f}')
print('D at e2, e3 [1/eV]:', L([pieces(e, e[1])[0], pieces(e, e[2])[0]]))
print('N at e2, e3:', L([pieces(e, e[1])[1], pieces(e, e[2])[1]]))
print(f'peak at {peak:.6f} eV, height {pieces(e, peak)[0]:.6f} 1/eV')
print('jumps of d2D/dE2 [eV^-3]:', L(jumps[:, 0]))
print(f'mean {e.mean():.6f} eV, variance {var:.6f} eV^2')
print('corner weights [1/eV]:', L(wt0), f'sum {wt0.sum():.6f}')
print(f'G(0.25+0.5i eV) = {green(z0).real:.6f} {green(z0).imag:+.6f}i 1/eV')
print(f'mean shift from 1 eV*lam1*lam2 curvature: {curved_shift:.6f} eV')
print(f'knots -1,.5,.5,2 eV: slope jump {kink[1]:.6f} eV^-2')
print(f'knots 0,0,0,1 eV: jump of D {step[2]:.6f} 1/eV')
print(f'gap 1e-9 eV: error symmetric {err_sym:.1e}, piecewise {err_pw:.1e} 1/eV')
print(f'band: t = {t} eV, a = {alat} A, E = {Eb} eV')
print(f'n=8: norm {m0:.8f}, second moment {m2:.8f}, formula {m2f:.8f} eV^2')
print(f'second moment of the true band {np.mean(band(8)[1]**2):.6f} eV^2')
print(f'exact D = {Dx:.6f} 1/eV = {Dx*hartree:.4f} 1/hartree, N = {Nx:.6f}')
for n, (D, N) in mesh.items():
    print(f'n={n}: dk {2*np.pi/n/alat:.4f} 1/A, {6*n**3} tetrahedra, D_h {D:.6f} 1/eV')
    print(f'   N_h {N:.6f}, N_h-N {N-Nx:.3e}, E D h^2/12 {pred[n]:.3e}')
print('checks complete')
```

Printed output:

```
corner energies e_i [eV]: -1.00 0.00 0.50 2.00 ; E [eV]: 0.25
w_i [eV^3]: -4.5000 1.0000 -1.1250 9.0000
g=sin(3x/eV): <d3g> cubature -5.31809025, 6*divdiff -5.31809025 eV^-3
Monte Carlo -5.360 +- 0.072 eV^-3
terms 3(e_i-E)_+^2/w_i [1/eV]: -0.000000 0.000000 -0.166667 1.020833
cube edge 0.2 1/A, V = 1.333333e-03 1/A^3
section area 0.010653 1/A^2, |grad eps| 9.354143 eV A
D(E) = 0.854167 1/eV = 23.2431 1/hartree
N(E) = 0.418403
hats H123, H234 [1/eV]: 0.666667 0.500000
D at e2, e3 [1/eV]: 0.666667 0.750000
N at e2, e3: 0.222222 0.625000
peak at 0.285714 eV, height 0.857143 1/eV
jumps of d2D/dE2 [eV^-3]: 1.333333 -6.000000 5.333333 -0.666667
mean 0.375000 eV, variance 0.234375 eV^2
corner weights [1/eV]: 0.189236 0.269965 0.258102 0.136863 sum 0.854167
G(0.25+0.5i eV) = -0.138273 -1.324822i 1/eV
mean shift from 1 eV*lam1*lam2 curvature: 0.050000 eV
knots -1,.5,.5,2 eV: slope jump -2.666667 eV^-2
knots 0,0,0,1 eV: jump of D 3.000000 1/eV
gap 1e-9 eV: error symmetric 6.6e-07, piecewise 1.1e-16 1/eV
band: t = 1.0 eV, a = 3.0 A, E = -3.0 eV
n=8: norm 1.00000000, second moment 5.41421356, formula 5.41421356 eV^2
second moment of the true band 6.000000 eV^2
exact D = 0.073775 1/eV = 2.0075 1/hartree, N = 0.116999
n=8: dk 0.2618 1/A, 3072 tetrahedra, D_h 0.073400 1/eV
   N_h 0.105962, N_h-N -1.104e-02, E D h^2/12 -1.138e-02
n=16: dk 0.1309 1/A, 24576 tetrahedra, D_h 0.073727 1/eV
   N_h 0.114127, N_h-N -2.872e-03, E D h^2/12 -2.844e-03
n=32: dk 0.0654 1/A, 196608 tetrahedra, D_h 0.073752 1/eV
   N_h 0.116292, N_h-N -7.072e-04, E D h^2/12 -7.111e-04
n=48: dk 0.0436 1/A, 663552 tetrahedra, D_h 0.073688 1/eV
   N_h 0.116684, N_h-N -3.158e-04, E D h^2/12 -3.160e-04
checks complete
```
